# Merging a Flickering Hopping Pair: Exact Exits and Escape Times

At 100 K, a carrier that enters a certain pair of trap sites makes on average 1453 hops, the last of which takes it away, and this takes 5.31 ms. After all that motion, the chance of leaving from the second site rather than the first is 0.4912 if the carrier entered at the first site and 0.4915 if it entered at the second. Now divide the two hopping rates inside the pair by 3000 and hold everything else fixed. The same two chances become 0.242 and 0.750. Why does the entry site hardly matter in one case and decide the outcome in the other, and can one shortcut serve both?

The question lies behind a setting for hopping transport calculated from electronic levels and couplings: merge a fast pair of sites and treat each visit as one event. Kinetic Monte Carlo otherwise spends its effort on hops that lead nowhere. The merged event can have the correct exit probabilities and mean duration at any ratio of rates. Those two properties do not by themselves fix the distribution of durations, which needs one further choice.

## What the setting assumes

Call the sites 1 and 2. The carrier hops from 1 to 2 at rate $a$ and back at rate $b$. It leaves site $i$ for an outside site $j$ at rate $e_{ij}$, with totals $E_i=\sum_j e_{ij}$. The rates stay constant during a visit, and hops have no memory beyond the occupied site. Define

$$A=a+E_1,\qquad B=b+E_2,\qquad D=aE_2+bE_1+E_1E_2 .$$

We take $A,B,D>0$, so that escape is certain. Unless stated otherwise, the carrier enters at site 1; entry at site 2 follows by exchanging the labels.

The example has Miller–Abrahams rates,

$$k_{i\to j}=\nu_0e^{-2r_{ij}/\xi}\,e^{-\max(\Delta_{ij},0)/k_BT},$$

where $\Delta_{ij}$ is the final minus the initial energy, field included. We use $\nu_0=10^{12}\ \mathrm{s^{-1}}$, $\xi=0.5$ nm and $k_BT=8.617$ meV. A field of 0.02 MV/cm pushes the carrier along $+x$ and lowers its energy by 2 meV per nm.

In nm, sites 1 and 2 lie at (0, 0) and (3.5, 0), with zero-field energies 0 and 21 meV. The neighbours are left (−5.5, 0), up (0, 5.5), right (9, 0) and down (3.5, −5.5), at 5, 12, 10 and 15 meV.

The field reduces the pair splitting to $21-7=14$ meV. The downhill rate is $b=10^{12}e^{-14}=8.315\times10^5\ \mathrm{s^{-1}}$, and the uphill rate is $a=b\,e^{-14/8.617}=1.638\times10^5\ \mathrm{s^{-1}}$. Summing the exits gives $E_1=114.7$ and $E_2=562.6\ \mathrm{s^{-1}}$.

## Exit probabilities and mean time

Let $p_i(t)$ be the probability that the carrier is still in the pair and on site $i$. Gain and loss give

$$\dot p_1=-Ap_1+bp_2,\qquad \dot p_2=ap_1-Bp_2 .$$

Integrate from zero to infinity. Initially $p_1=1$ and $p_2=0$; finally both vanish. With the mean residence times $T_i=\int_0^\infty p_i\,dt$,

$$-1=-AT_1+bT_2,\qquad 0=aT_1-BT_2 .$$

The second equation gives $T_2=aT_1/B$. Inserted in the first, it gives $1=T_1(AB-ab)/B$. Expanding the product,

$$AB-ab=(a+E_1)(b+E_2)-ab=aE_2+bE_1+E_1E_2=D,$$

so that

$$T_1=\frac BD,\qquad T_2=\frac aD .$$

The probability flow into outside site $j$ is $e_{1j}p_1+e_{2j}p_2$. Its time integral is the exit probability

$$P_j=\frac{Be_{1j}+ae_{2j}}D .$$

These add up to one, because $BE_1+aE_2=D$. The mean of a non-negative time is the integral of its survival probability $S=p_1+p_2$, hence

$$\tau_1=T_1+T_2=\frac{a+b+E_2}{D}.$$

For the example, in units of $10^7\ \mathrm{s^{-2}}$, $D=9.216+9.541+0.006=18.763$. The residence times are 4.435 ms on site 1 and 0.873 ms on site 2, which add to 5.308 ms. The exit to the right occurs almost wholly from site 2, at 278.9 s$^{-1}$, so its probability is

$$1.638\times10^5\times278.9/(1.8763\times10^8)=0.244 .$$

The left, up and down exits have probabilities 0.193, 0.311 and 0.252. Site 2 holds the carrier for a sixth of the time but provides almost half the exits, because it leaks five times faster.

The mean number of hops follows from the same residence times. There are $aT_1$ hops from 1 to 2, $bT_2$ hops back and one exit:

$$M_1=1+\frac{aB+ab}{D}=1+\frac{a(2b+E_2)}D=1453 .$$

A hop-by-hop simulation of 3000 visits gave $5.21\pm0.10$ ms and $1426\pm26$ hops, where the uncertainties are standard errors. Both means lie about one standard error from the formulas. Reaching this 2% precision took more than four million hops.

## When the entry site is forgotten

For entry at site 1, the chance of leaving from site 2 is $E_2T_2=aE_2/D$. For entry at site 2, exchanging labels makes the residence time there $A/D$, so the chance is $AE_2/D$. The difference measures the memory of entry:

$$m=\frac{(A-a)E_2}{D}=\frac{E_1E_2}{D}=\frac{1}{1+a/E_1+b/E_2}.$$

The last form follows on dividing numerator and denominator by $E_1E_2$, for nonzero exit rates. Memory is small when at least one site hops to its partner much faster than it leaks outside. In the example $a/E_1=1428$ and $b/E_2=1478$, so $m=3.4\times10^{-4}$. In the slowed pair the ratios are 0.476 and 0.493, and $m=0.508$. This accounts for the opening numbers.

A simpler approximation assumes local equilibrium inside the pair, with populations in the ratio $b:a$. Its chance of exit from site 2 is $aE_2/D_0$, where $D_0=aE_2+bE_1$. For entry at site 1, the exact value minus this estimate is

$$aE_2\left(\frac1D-\frac1{D_0}\right)=-\frac{aE_2}{D_0}\frac{E_1E_2}{D}=-\frac{aE_2}{D_0}\,m .$$

The error is therefore no larger than $m$. Local equilibrium gives 0.491 for both pairs, since dividing $a$ and $b$ by the same number leaves it unchanged. That is adequate for the fast pair and wrong by about 0.25 for the slowed one. The absorbing-chain formula costs no more and needs no separation of rates.

## Why the mean time is not enough

It is tempting to draw the duration from an exponential distribution with mean $\tau_1$. The second moment shows what this changes. For any time with survival $S$,

$$\langle T^2\rangle=2\int_0^\infty tS(t)\,dt=2\int_0^\infty ds\int_s^\infty S(t)\,dt ,$$

where the last step writes $t=\int_0^t ds$ and exchanges the order of integration. The inner integral is the expected time still to be spent in the pair after $s$. Since the future depends on the occupied site alone, it equals $p_1(s)\tau_1+p_2(s)\tau_2$. Therefore, using $T_1=\tau_1-T_2$,

$$\langle T^2\rangle=2(T_1\tau_1+T_2\tau_2)=2\tau_1^2+2T_2(\tau_2-\tau_1).$$

Label exchange gives $\tau_2=(a+b+E_1)/D$, so $\tau_2-\tau_1=(E_1-E_2)/D$. Subtracting $\tau_1^2$ and dividing by it,

$$\frac{\operatorname{Var}T}{\tau_1^2}=1+\frac{2a(E_1-E_2)}{(a+b+E_2)^2}.$$

An exponential time has the value one. For $a>0$ this requires $E_1=E_2$. That condition is also sufficient: with a common leak rate $E$, the survival obeys $\dot S=-ES$ wherever the carrier sits.

For the fast pair the ratio is 0.9999 or 1.0008, for entry at site 1 or 2. For the slowed pair it is 0.94 or 2.25. The large value has a plain origin. A carrier entering at site 2 often leaves quickly from there, but if it hops to site 1 it meets a much slower leak. Short and long visits are mixed, and the spread exceeds that of a single exponential.

## Drawing the whole event correctly

No matrix exponential is needed to restore the full distribution. Let $n$ be the number of completed round trips $1\to2\to1$. One round trip has probability $r=(a/A)(b/B)$. After $n$ of them the carrier either leaves from site 1 or hops once more and leaves from site 2:

$$P(n,1)=r^n\frac{E_1}{A},\qquad P(n,2)=r^n\frac aA\frac{E_2}{B}.$$

Both expressions have the same dependence on $n$, so $n$ and the exit site are independent. Moreover $1-r=(AB-ab)/(AB)=D/(AB)$. Summing the geometric series gives exit probabilities $BE_1/D$ and $aE_2/D$, as before.

In a Markov process, the length of a stay is independent of the direction of the next hop. Each stay is exponential, with rate $A$ on site 1 and $B$ on site 2, and a sum of $k$ such stays is a gamma variable of integer shape $k$. The merged event is then drawn as follows:

1. Draw $u$ uniformly from $(0,1]$ and set $n=\lfloor\ln u/\ln r\rfloor$. This works because $n\ge k$ is equivalent to $u\le r^k$, which has probability $r^k$. If $ab=0$, set $n=0$.
2. Choose site 2 as the exit site with probability $aE_2/D$, otherwise site 1.
3. Add a gamma time of shape $n+1$ and rate $A$ to one of rate $B$, whose shape is $n$ for exit from site 1 and $n+1$ for exit from site 2. Shape zero means zero time.
4. Choose the outside site $j$ with probability $e_{ij}/E_i$, where $i$ is the exit site.

Exit time and exit site are correlated, although $n$ and exit site are not: leaving from site 2 includes one more stay there. The mean duration is therefore longer by $1/B$ for exit from site 2. In the slowed pair $a=54.60$ and $b=277.2\ \mathrm{s^{-1}}$, so $1/B=1/839.8$ s $=1.19$ ms. The mean number of round trips is $r/(1-r)=ab/D=0.119$. Hence the mean time given exit from site 1 is

$$\frac{1.119}{169.3\ \mathrm{s^{-1}}}+\frac{0.119}{839.8\ \mathrm{s^{-1}}}=6.75\ \mathrm{ms},$$

and for exit from site 2 it is 7.94 ms.

One numerical precaution matters for extreme ratios. Calculate $D$ as its sum of positive terms. For $r$ near one, obtain $\ln r$ as $\ln(1-D/(AB))$ with a function designed for logarithms near one; for small $r$, use $\ln[(a/A)(b/B)]$ directly, because $1-D/(AB)$ then loses its digits. For $a=10^{12}$, $b=3\times10^{12}$, $E_1=10^{-5}$ and $E_2=2\times10^{-5}\ \mathrm{s^{-1}}$, forming $AB-ab$ in double precision loses $D$ completely. The sum retains it to rounding accuracy.

## If something happens during the visit

Another event may change the rates before the drawn exit time. The pending exit must then be discarded, and a current site must be assigned. Solutions proportional to $e^{-\lambda t}$ require $(A-\lambda)(B-\lambda)=ab$, so

$$\lambda_\pm=\frac{A+B\pm R}{2},\qquad R=\sqrt{(A-B)^2+4ab}.$$

For $a,b>0$, the conditions $p_2(0)=0$ and $\dot p_2(0)=a$, with $\lambda_+-\lambda_-=R$, give

$$p_2=\frac aR\left(e^{-\lambda_-t}-e^{-\lambda_+t}\right).$$

The second rate equation then yields $p_1=(\dot p_2+Bp_2)/a$, or

$$p_1=\frac{(B-\lambda_-)e^{-\lambda_-t}+(\lambda_+-B)e^{-\lambda_+t}}R .$$

At an interruption time $t$, place the carrier on site 2 with probability $p_2/(p_1+p_2)$, otherwise on site 1, and start a new visit with the new rates. The old $n$ and exit site are discarded too, since the only information used is that the carrier has not yet left. For accuracy, obtain the smaller decay rate from $\lambda_-=D/\lambda_+$.

In the fast pair $\lambda_+=9.96\times10^5$ and $\lambda_-=188\ \mathrm{s^{-1}}$. The populations settle in about a microsecond, while escape takes milliseconds.

This restart is exact if neither the time nor the kind of the interruption depends on which pair site is occupied. Suppose a nearby carrier hops faster when site 2 is filled. Its hop then carries information about the hidden site, and the formula above no longer gives the correct conditional population. Such a pair should be left unmerged, or the two carriers treated as one larger system.

## What survives in a network

Let $\theta_x$ be the mean time to reach a chosen target outside the pair from site $x$. Before merging, the two pair equations are

$$A\theta_1=1+a\theta_2+\sum_je_{1j}\theta_j,\qquad B\theta_2=1+b\theta_1+\sum_je_{2j}\theta_j .$$

Multiply the first by $B$ and replace $B\theta_2$ by the second:

$$(AB-ab)\theta_1=B+a+\sum_j(Be_{1j}+ae_{2j})\theta_j .$$

Division by $D$ gives $\theta_1=\tau_1+\sum_jP_j\theta_j$, which is the equation of the merged network. Mean arrival times are thus unchanged for any clock with mean $\tau_i$, provided the exit probabilities for each entry site are kept.

In the six-site example with the right neighbour as target, solving the linear equations gives 36.3 ms from site 1, merged or not. With the slowed pair the time is 61.0 ms, again the same in both descriptions.

The spread of arrival times is more demanding. If $T$ is the visit duration and $\Theta_j$ the later travel time from exit $j$, the squared arrival time contains $2T\Theta_j$. Its average depends on the correlation between duration and exit, besides $\langle T^2\rangle$. An exponential clock drawn independently of the exit makes the arrival-time variance from site 2 too small by 6.3% in the slowed network. From site 1 the deficit is 0.2%. In the fast network both deficits are below 0.01%.

## Choosing the setting

With the joint draw, the threshold for merging affects cost and not the statistics of exits, under the stated assumptions. The useful quantity is $M_1$, or its label-exchanged counterpart. A direct hop uses two random draws, one for time and one for direction; a merged visit uses at most five, counting each gamma variate as one draw. The fast pair thus needs about $2\times1453/5\approx580$ times fewer draws per uninterrupted visit, which is not a measured gain in running time. Each interruption calls for new draws: at $10^4$ interruptions per second, about 53 per visit, the saving falls to roughly a factor of ten. For the slowed pair $M_1=1.48$, and merging saves nothing.

If only mean arrival times are wanted and no event changes the rates during a visit, an exponential clock suffices. For variances, transients or time-resolved currents, use the joint draw. A variance ratio near one and a small $m$ do not by themselves show that an exponential clock is good enough. The memory $m$ limits the covariance between duration and exit site, relative to the mean duration: exit from site 2 lengthens the mean duration by $1/B$, so the covariance of the duration with that exit, divided by $\tau_1$, is $\frac1{B\tau_1}\frac{BE_1}{D}\frac{aE_2}{D}=m\,\frac{a}{a+b+E_2}$, which is never larger than $m$. Even a small covariance matters if a rare exit leads to a long detour. Take $b=0$, $E_1=E_2=E$ and $a=99E$: the duration is exactly exponential and $m=0.01$. If the 1% of carriers that leave from site 1 need a fixed further time $10/E$ to reach the target, and the others none, an independent clock makes the arrival-time variance 11% too large; for an exponentially distributed detour with the same mean the excess is 7%. Nor do the two measures cover the late tail, where a few slow visits can dominate, or times comparable with $1/\lambda_+$ or shorter. In the fast pair, 0.1 µs after entry at site 1, the exit rate to the right is 4.3 s$^{-1}$, whereas an exponential clock gives 46 s$^{-1}$. Currents resolved on that scale need the joint draw. A current that records hops inside the pair also needs those hops, which the merged event does not list.

If an exit leads to a third site that exchanges carriers rapidly with the pair, the formulas remain valid but the carrier keeps returning. A larger group should then be merged, with residence times from the corresponding larger set of linear equations.

## How far the example represents an oxide film

The parameters are rough values for deep localized levels in amorphous In–Ga–Zn oxide, and 100 K is far below normal device temperature. On warming, the assumption of transport by hopping alone fails. Put the band edge 0.28 eV above site 1, and hence 0.259 eV above site 2, and add thermal emission with the same $\nu_0$ as another exit. At 100 K it takes $1.1\times10^{-4}$ of the escapes; at about 143 K it takes half. At 300 K emission from site 1 alone has rate $10^{12}e^{-280/25.85}\approx2\times10^7\ \mathrm{s^{-1}}$, faster than the hops inside the pair. The escape time falls from milliseconds to below 0.1 µs, and merging has no purpose.

At 100 K the band share is so small that other omissions can matter more:

- If the empty trap is charged and isolated, the applied field lowers its barrier by up to $2\sqrt{e^3F/(4\pi\varepsilon)}=34$ meV for relative permittivity 10. The full lowering holds only along the field. If it held in every direction, the band share would rise to 0.6%, which is therefore an upper estimate for an emission prefactor of $10^{12}\ \mathrm{s^{-1}}$; a prefactor of $10^{13}\ \mathrm{s^{-1}}$ would raise it to about 5%. The hopping rates of the example take empty traps as neutral. A charged partner 3.5 nm away would lower site 1 by 41 meV but the left neighbour, 9 nm from that partner, by only 16 meV. The difference is about three times $k_BT$, so the rates would have to be calculated anew.
- A hydrogen-like estimate of the pair coupling, $J=\frac23\frac{e^2}{4\pi\varepsilon\xi}\frac r\xi e^{-r/\xi}$, gives 1.2 meV. The mixing $(J/14\ \mathrm{meV})^2=0.008$, multiplied by $E_2/E_1$, suggests a change of a few per cent in the leak from site 1. Tunnelling amplitudes from the two sites also interfere, with terms linear in $J$: depending on the sign of $J$, the mixed levels change $E_1$ by +4% or −3% and $E_2$ by −2% or +2%. This form of $J$ belongs to charged empty traps; for neutral traps with a short-range potential the coupling can be much smaller.
- At $10^{16}$ carriers per cm³ the mean spacing is 46 nm. The field of one carrier at that distance shifts the energy across a 5.5 nm hop by 0.37 meV, enough to change an uphill rate by about 4%. Randomly placed carriers often come closer, so larger changes are common.

These changes can exceed the fast pair's memory of $3\times10^{-4}$. The effect of the rough parameters does so by far: shortening $\xi$ by 1% lengthens the mean escape time by 25%. The effective-mass decay length $\hbar/\sqrt{2m^*E}$ for a depth of 0.28 eV and $m^*=0.34\,m_e$ is 0.63 nm rather than 0.5 nm; with that value the visit lasts 52 µs and takes about 270 hops, and the band takes half the escapes only at about 183 K. For this example, the uncertainty lies in the rates supplied to the setting, not in merging the pair.
